# How the period of a hyperbolic multilayer limits its radiative channels

**Result.** A lossless hyperbolic multilayer with equal layers of permittivities $\varepsilon_m<0$ and $\varepsilon_d>0$ and period $P$ carries Bloch modes up to the in-plane wavevector

$$k_c=\frac{2}{P}\ln\frac{\sqrt\rho+1}{|\sqrt\rho-1|},\qquad \rho=\frac{|\varepsilon_m|}{\varepsilon_d}.$$

At one frequency the number of its radiative channels, relative to the propagating vacuum channels of one polarization, is at most $(k_c/k_0)^2$, where $k_0=\omega/c$. Both statements assume $k_c\gg k_0\sqrt{|\varepsilon|}$ in every layer and also $k_c\gg k_0\sqrt{|\varepsilon_\perp|}$, where $\varepsilon_\perp=2\varepsilon_m\varepsilon_d/(\varepsilon_m+\varepsilon_d)$ becomes large near $\rho=1$. The cap is of order $(\pi/k_0P)^2$ if $\rho$ is neither close to 1 nor far from it. Near $\rho=1$ the cutoff can lie well above $\pi/P$. The cap applies to Bloch modes, not to the total heat flux of a lossy stack.

## The estimate

Effective-medium theory replaces the stack, with metal fraction $f$, by a uniaxial medium:

$$\varepsilon_\parallel=f\varepsilon_m+(1-f)\varepsilon_d,\qquad \frac1{\varepsilon_\perp}=\frac f{\varepsilon_m}+\frac{1-f}{\varepsilon_d}.$$

In p polarization, the wavevector $K$ along the stack normal obeys

$$K^2=\varepsilon_\parallel k_0^2-\frac{\varepsilon_\parallel}{\varepsilon_\perp}k^2 .$$

If $\varepsilon_\parallel\varepsilon_\perp<0$, then $K\approx\gamma k$ at large $k$, with $\gamma^2=-\varepsilon_\parallel/\varepsilon_\perp$, and $k$ has no upper limit.

The period restricts $K$, not $k$, to $|K|\le\pi/P$, because the layers are periodic only along their normal. Extending $K=\gamma k$ to the zone edge gives $k\approx\pi/(\gamma P)$. For $\gamma\sim1$ this is $\pi/P$, and since channels fill a disc in the $k$ plane, the enhancement is about $(\pi/k_0P)^2$. The estimate uses the effective medium where the field varies within one period, so its numerical factor needs the layered problem.

## The dispersion relation

Take $k\gg k_0\sqrt{|\varepsilon|}$ in every layer. The field is then electrostatic, with potential $\phi(z)e^{ikx}$ and $\phi''=k^2\phi$. Both $\phi$ and $\psi=-\varepsilon\phi'/k$ are continuous at interfaces. For a layer between $z=0$ and $z=t$,

$$\phi(z)=\phi(t)\cosh k(t-z)+\frac{\psi(t)}{\varepsilon}\sinh k(t-z).$$

Evaluating this and its derivative at $z=0$ gives

$$\begin{pmatrix}\phi(0)\\ \psi(0)\end{pmatrix}=\begin{pmatrix}\cosh kt&\varepsilon^{-1}\sinh kt\\ \varepsilon\sinh kt&\cosh kt\end{pmatrix}\begin{pmatrix}\phi(t)\\ \psi(t)\end{pmatrix}.$$

Each matrix has determinant 1, so the eigenvalues for one period are $e^{\pm iKP}$ and half the trace is $\cos KP$. With $a=kfP$, $b=k(1-f)P$ and $e=\varepsilon_m/\varepsilon_d$,

$$\cos KP=\cosh a\cosh b+\tfrac12(e+e^{-1})\sinh a\sinh b .$$

Define $g=-(1+e)^2/(4e)$, so that $\tfrac12(e+e^{-1})=-(1+2g)$. The addition theorems give

$$\cos KP=(1+g)\cosh(a-b)-g\cosh(a+b).$$

Using $\cos y=1-2\sin^2(y/2)$ and $\cosh y=1+2\sinh^2(y/2)$,

$$\sin^2\frac{KP}2=g\sinh^2\frac{kP}2-(1+g)\sinh^2\frac{\nu kP}2,\qquad \nu=|1-2f|.$$

At small $kP$ this is $K^2=[g-(1+g)\nu^2]k^2$. The bracket equals $\gamma^2$, because

$$\frac{\varepsilon_\parallel}{\varepsilon_\perp}=f^2+(1-f)^2+f(1-f)(e+e^{-1})=\nu^2-(1-\nu^2)g .$$

Put $y=kP/2$. Since $\sinh^2y=\tfrac12\sum_{n\ge1}(2y)^{2n}/(2n)!$, the right side has series coefficients proportional to $g-(1+g)\nu^{2n}$. These are all at least $\gamma^2>0$ in the hyperbolic case. The right side therefore rises steadily from 0, and the band ends once, where it reaches 1.

For equal layers $\nu=0$, and $g=\gamma^2=(\rho-1)^2/(4\rho)$. Thus

$$\sin\frac{KP}2=\gamma\sinh\frac{kP}2,\qquad \sinh\frac{k_cP}2=\frac1\gamma=\frac{2\sqrt\rho}{|\rho-1|}.$$

Then $\cosh(k_cP/2)=(\rho+1)/|\rho-1|$. Adding the two functions gives $\exp(k_cP/2)=(\sqrt\rho+1)^2/|\rho-1|$, which is the opening result. For unequal layers the subtracted term lowers the right side, so at fixed $\rho$ the cutoff is larger.

The condition $k_c>\pi/P$ becomes

$$\tanh^2(\pi/4)<\rho<\coth^2(\pi/4),$$

or $0.430<\rho<2.33$. For $\rho\gg1$, expansion of the logarithm gives $k_c\approx4/(\sqrt\rho P)$, well below $\pi/P$. The closed formula gives:

| $\rho$ | $k_cP$ | $(k_cP/\pi)^2$ |
|---|---|---|
| 1.1 | 7.47 | 5.66 |
| 2 | 3.53 | 1.26 |
| 4 | 2.20 | 0.489 |
| 20 | 0.910 | 0.084 |

## From modes to heat

At one frequency, the heat flux is proportional to $\int\tau\,d^2k/(2\pi)^2$, summed over polarizations, where $\tau\le1$ is the transmission between the bodies. A filled disc of radius $k_c$ contributes $k_c^2/(4\pi)$. Propagating vacuum waves contribute $k_0^2/(4\pi)$ per polarization. Relative to a blackbody, which uses two polarizations, the cap is therefore $\tfrac12(k_c/k_0)^2$.

To see whether the cap can be approached, let two identical, mirrored stacks face each other across a vacuum gap $d$, each starting with a metal layer of half thickness. The unit cell is then symmetric, with matrix $\begin{pmatrix}A&B\\C&A\end{pmatrix}$. A Bloch wave has the same ratio $Y=\psi/\phi$ at both ends of a cell:

$$Y=\frac{C+AY}{A+BY}\quad\Longrightarrow\quad Y^2=\frac CB .$$

For equal layers, multiply the three matrices and write $y=kP/2$:

$$B=\frac{\sinh y}{\varepsilon_m}\left[\cosh y+e\cosh^2\frac y2+\frac1e\sinh^2\frac y2\right],$$

$$C=\varepsilon_m\sinh y\left[\cosh y+\frac1e\cosh^2\frac y2+e\sinh^2\frac y2\right].$$

Half-angle formulas turn the brackets into $\frac{(1+e)^2}{2e}(\cosh y\pm\beta)$, with $\beta=(e-1)/(e+1)$, the plus sign belonging to $B$. Hence

$$Y^2=\varepsilon_m^2\,\frac{\cosh y-\beta}{\cosh y+\beta}.$$

Within the band $Y^2<0$, so the waves travelling in the two directions have $Y=\pm i\eta$ with real $\eta>0$.

Let the transmitted wave have $\phi=1$, $\psi=i\eta$. With $u=kd$, the vacuum matrix gives on the other side of the gap

$$\phi=\cosh u+i\eta\sinh u,\qquad \psi=\sinh u+i\eta\cosh u .$$

The amplitude of the incident wave, proportional to $(1,i\eta)$, is

$$p=\frac12\left(\phi+\frac{\psi}{i\eta}\right)=\cosh u+\frac i2\left(\eta-\frac1\eta\right)\sinh u .$$

Incident and transmitted waves carry equal flux per squared amplitude, so $\tau=1/|p|^2$:

$$\tau=\frac{S^2}{S^2+\sinh^2kd},\qquad S=\frac{2\eta}{1+\eta^2}.$$

At every $k$ inside the band, $\tau\to1$ as $d\to0$. The Bloch count approaches $k_c^2/(4\pi)$ and cannot exceed it.

## What the effective medium gives instead

For equal layers, the limit $k\to0$ gives the constant $\eta=\sqrt{|\varepsilon_m|\varepsilon_d}$. Using it at all $k$, and substituting $u=kd$, gives the count

$$\frac{J}{2\pi d^2},\qquad J=\int_0^\infty\frac{uS^2}{S^2+\sinh^2u}\,du .$$

Set $S=\sin\theta$, where $\theta$ is the phase of $(i\eta-1)/(i\eta+1)$. With $x=e^{-2u}$,

$$\tau=\frac{4x\sin^2\theta}{1-2x\cos2\theta+x^2}=2\tan\theta\sum_{n\ge1}x^n\sin2n\theta .$$

Since $\int_0^\infty ue^{-2nu}du=1/(4n^2)$,

$$J=\frac{\tan\theta}{2}\sum_{n\ge1}\frac{\sin2n\theta}{n^2}.$$

At $\eta=1$, where $\tan\theta$ diverges and the sum vanishes, the limit is $J=\ln2$. The enhancement $2J/(k_0d)^2$ grows without limit as the gap closes. It meets the cap at $d_*=\sqrt{2J}/k_c$.

## Worked comparison

Take $P=100$ nm, vacuum wavelength 10 µm, $\varepsilon_m=-8$ and $\varepsilon_d=2$. The permittivities are illustrative and do not describe a particular material. Nanometres suit these lengths better than atomic units. Then $\rho=4$, $\gamma=0.75$, and

$$k_c=\frac{2\ln3}{100\ \mathrm{nm}}=0.0220\ \mathrm{nm^{-1}},\qquad k_0=6.283\times10^{-4}\ \mathrm{nm^{-1}}.$$

The cap is $(34.97)^2\approx1223$ for one polarization, or 611 relative to a blackbody. The rough value $(\pi/k_0P)^2$ is 2500, about twice the one-polarization cap. The extrapolated line $K=\gamma k$ would put the cutoff at $4.19/P$ instead of $2.20/P$.

Retardation changes the cap little here. Solving the full Maxwell band-edge condition numerically moves the upper edge from $2.197/P$ to $2.200/P$. There is also a lower edge near $k_0\sqrt{\varepsilon_\perp}$, with $\varepsilon_\perp=5.33$, which removes about 5 of the 1223 units.

For the effective medium, $\eta=4$, $\theta=0.490$ and $J=0.270$, so $d_*=33$ nm. The table gives enhancements for one polarization. The Bloch column comes from numerical integration of the electrostatic $k\tau$ from 0 to $k_c$, the other column from $2J/(k_0d)^2$. Each entry includes up to about 5 units from below the lower edge, where the stack has no modes. With this part removed and retardation included throughout, the Bloch entries fall by about 8 units at 100 nm and 2 at 5 nm, and the effective-medium entries fall by about 8 units at every gap listed. Only gaps at which such corrections are small are listed:

| Gap (nm) | Bloch modes | Effective medium |
|---|---|---|
| 100 | 168 | 137 |
| 50 | 538 | 547 |
| 20 | 1028 | 3421 |
| 5 | 1208 | 54,700 |

The layered result is the larger one at 100 nm. As $k$ grows, $\eta$ falls from 4, which raises $S$ until $\eta=1$ and improves transmission. At smaller gaps the missing modes above $k_c$ outweigh this gain.

## Where loss changes the conclusion

In the electrostatic limit, the lossless cutoff diverges at $\rho=1$. Let $e=-1+i\delta$ with small $\delta>0$. Then $g\approx-\delta^2/4$, and setting $K=i\kappa$ gives

$$\sinh\frac{\kappa P}2\approx\frac\delta2\sinh\frac{kP}2 .$$

The field decays along the stack. Its attenuation exponent per period reaches $2\,\mathrm{arcsinh}\,1=1.76$ at $k\approx(2/P)\ln(4/\delta)$. For $\delta=0.1$ this is $7.38/P$: loss replaces the divergence by a gradual limit, still above $\pi/P$.

Loss also opens a path outside the Bloch band. For $k\gg1/P$ the fields see only the outer metal layer, and $Y\approx\varepsilon_m$. The reflection coefficient is $r=(Y-1)/(Y+1)=r'+ir''$, and the standard fluctuational result for evanescent waves is

$$\tau=\frac{4r''^2e^{-2kd}}{|1-r^2e^{-2kd}|^2}.$$

For $\varepsilon_m'<-1$ and weak loss, $r'>1$, and a gap polariton lies at $r'e^{-kd}=1$, or $k_r=\ln r'/d$. Near it, $|1+re^{-kd}|^2\approx4$, and linearizing the other factor gives

$$\tau\approx\frac{(r''/r')^2}{d^2(k-k_r)^2+(r''/r')^2}.$$

The area of this peak is $\pi r''/(r'd)$. Multiplying by $2k_r/k_0^2$ gives its enhancement:

$$\frac{2\pi}{(k_0d)^2}\frac{r''}{r'}\ln r' .$$

For weak loss and $k_r\gg1/P$, it is proportional to loss and to $1/d^2$. With $\mathrm{Im}\,\varepsilon_m=0.08$, $r'=9/7$ and $r''=2(0.08)/49$, so the formula gives about 2540 at $d=2$ nm. Numerical integration above $k_c$ with the layered, lossy $Y$ gives 2497, against 1216 from below $k_c$. With a tenth of the loss the upper part falls to 249; at $d=1$ nm and the original loss it rises to 10,200. A loss of one percent of $|\varepsilon_m|$ is low for a conducting layer, and larger loss moves the crossover to wider gaps. With $\mathrm{Im}\,\varepsilon_m=0.8$ and retardation included, the parts above and below $k_c$ are about 1740 and 1170 at $d=10$ nm, and about 980 and 1070 at $d=20$ nm. At these gaps $k_r\gg1/P$ fails, and the peak formula underestimates the upper part.

The period therefore caps the Bloch channels. At one frequency, lossy metal layers facing the gap can still carry more heat than all of these channels if the gap is small enough. The $1/d^2$ growth itself rests on local permittivities, an assumption that must be reconsidered at gaps of a few nanometres.

Numbers in the example were calculated in double precision.
